# Uniform valley-odd pseudomagnetic field from a threefold strain in graphene

## A field without a magnet

Take a flat graphene disc of radius 100 nm and displace its atoms by at most 2 nm, in a pattern with threefold symmetry. No magnet is present. Yet, in a nearest-neighbour hopping model, low-energy electrons near one corner of the Brillouin zone move as if in a field of 11.1 T, and those near the opposite corner as if in $-11.1$ T. The displacement is

$$u_r=c\,r^2\sin3\theta,\qquad u_\theta=c\,r^2\cos3\theta .\tag{1}$$

**Claim.** Let $\theta$ be measured from a zigzag direction of the crystal. To first order in the strain, and for strain that varies slowly over a bond length $a$, valley $\tau=\pm1$ feels

$$B_\tau=\tau\,\frac{4\hbar\beta c}{ea},\qquad \beta=-\frac{d\ln t}{d\ln(\text{bond length})}.\tag{2}$$

Here $t$ is the nearest-neighbour hopping and $-e$ the electron charge. The condition on $\theta$ matters: for an armchair direction the field vanishes, as shown below.

## The strain

With $x=r\cos\theta$, $y=r\sin\theta$,

$$u_x=u_r\cos\theta-u_\theta\sin\theta=cr^2\sin(3\theta-\theta)=2cxy,$$
$$u_y=u_r\sin\theta+u_\theta\cos\theta=cr^2\cos(3\theta-\theta)=c(x^2-y^2).$$

Differentiation gives

$$\varepsilon_{xx}=2cy,\quad \varepsilon_{yy}=-2cy,\quad \varepsilon_{xy}=\tfrac12(2cx+2cx)=2cx .\tag{3}$$

The trace is zero, so there is no dilation to first order; at second order the relative area change is $-(2cr)^2$. The rotation $\tfrac12(\partial_xu_y-\partial_yu_x)$ is zero too. The principal strains are $\pm\sqrt{(2cy)^2+(2cx)^2}=\pm2cr$.

In isotropic linear elasticity, equilibrium without body forces requires a combination of $\nabla(\nabla\cdot\mathbf u)$ and $\nabla^2\mathbf u$ to vanish. Both vanish here, so in-plane forces on the edge suffice to hold the pattern.

## The unstrained cones

Let one bond point along $y$, which makes $x$ a zigzag direction. The vectors from an A atom to its B neighbours are

$$\boldsymbol\delta_1=a(0,1),\qquad \boldsymbol\delta_{2,3}=a\left(\pm\tfrac{\sqrt3}{2},-\tfrac12\right).$$

The valleys lie at $\tau\mathbf K$, with $\mathbf K=(4\pi/(3\sqrt3a),0)$. The phases $e^{i\tau\mathbf K\cdot\boldsymbol\delta_n}$ are $1,\omega^\tau,\omega^{-\tau}$, where $\omega=e^{2\pi i/3}$. We use

$$\omega^\tau+\omega^{-\tau}=-1,\qquad \omega^\tau-\omega^{-\tau}=i\tau\sqrt3 .$$

The Hamiltonian element from B to A is $f=-\sum_nt_ne^{i\mathbf k\cdot\boldsymbol\delta_n}$. For equal hoppings and $\mathbf k=\tau\mathbf K+\mathbf q$, the zeroth-order sum vanishes. The first-order term contains

$$\sum_ne^{i\tau\mathbf K\cdot\boldsymbol\delta_n}\boldsymbol\delta_n
=a\left(\tfrac{\sqrt3}{2}\,i\tau\sqrt3,\;1+\tfrac12\right)=\tfrac{3a}{2}(i\tau,1).$$

Hence

$$f=-it\,\tfrac{3a}{2}(i\tau q_x+q_y)=\hbar v(\tau q_x-iq_y),\qquad \hbar v=\tfrac32ta .\tag{4}$$

## The vector potential

Label each atom by its undeformed position, so that phases keep the undeformed $\boldsymbol\delta_n$. To first order, the relative elongation of bond $n$ is $\boldsymbol\delta_n\cdot\varepsilon\cdot\boldsymbol\delta_n/a^2$, and $\delta t_n$ is $-t\beta$ times that. The three elongations are

$$s_1=\varepsilon_{yy},\qquad s_{2,3}=\tfrac34\varepsilon_{xx}+\tfrac14\varepsilon_{yy}\mp\tfrac{\sqrt3}{2}\varepsilon_{xy}.$$

The change of $f$ at $\mathbf q=0$ is

$$\delta f=t\beta\,(s_1+\omega^\tau s_2+\omega^{-\tau}s_3)
=t\beta\left[s_1-\tfrac12(s_2+s_3)+\tfrac{i\tau\sqrt3}{2}(s_2-s_3)\right].$$

Since $s_2+s_3=\tfrac32\varepsilon_{xx}+\tfrac12\varepsilon_{yy}$ and $s_2-s_3=-\sqrt3\,\varepsilon_{xy}$,

$$\delta f=-\tfrac34t\beta\left[(\varepsilon_{xx}-\varepsilon_{yy})+2i\tau\varepsilon_{xy}\right].\tag{5}$$

For charge $-e$ a vector potential enters as $\mathbf q\to\mathbf q+e\mathbf A/\hbar$, which changes (4) by $ev(\tau A_x-iA_y)$. Equating this to (5), with $\tfrac34t/(\tfrac32ta)=1/(2a)$ and $1/\tau=\tau$,

$$\mathbf A_\tau=-\tau\frac{\hbar\beta}{2ea}\,(\varepsilon_{xx}-\varepsilon_{yy},\,-2\varepsilon_{xy}).\tag{6}$$

The factor $\tau$ has a simple origin. Strained hoppings remain real, so $f(-\mathbf k)=f(\mathbf k)^*$. If one Dirac point moves by $\Delta\mathbf k$, its partner moves by $-\Delta\mathbf k$. Strain does not break time-reversal symmetry, and the two valleys must feel opposite fields.

Inserting (3), with $\varepsilon_{xx}-\varepsilon_{yy}=4cy$ and $2\varepsilon_{xy}=4cx$,

$$\mathbf A_\tau=\tau\frac{2\hbar\beta c}{ea}(-y,x),\qquad
B_\tau=\partial_xA_y-\partial_yA_x=\tau\frac{4\hbar\beta c}{ea}.$$

This proves (2). The strain grows linearly with radius; the field is a combination of its first derivatives and is therefore constant.

**Laboratory coordinates.** If position is instead $\mathbf r'=\mathbf r+\mathbf u$, equality of the phase $\mathbf k\cdot d\mathbf r=\mathbf k'\cdot d\mathbf r'$ gives $k_i=k'_i+(\partial_iu_j)k'_j$. To first order, $\mathbf k'=\mathbf k-\nabla(\tau\mathbf K\cdot\mathbf u)$. The extra term is a gradient and has no curl.

## Turning the crystal

Let the zigzag axis lie at angle $\varphi$ from $\theta=0$, and let $\theta_c=\theta-\varphi$ be the angle from that axis. Then

$$u_r=cr^2(\sin3\theta_c\cos3\varphi+\cos3\theta_c\sin3\varphi),$$
$$u_\theta=cr^2(\cos3\theta_c\cos3\varphi-\sin3\theta_c\sin3\varphi).$$

The part with $\cos3\varphi$ is the case already solved. In crystal axes, the part with $\sin3\varphi$ is the displacement $c(x^2-y^2,-2xy)$. It has $\varepsilon_{xx}-\varepsilon_{yy}=4cx$ and $2\varepsilon_{xy}=-4cy$, so (6) gives $\mathbf A\propto(x,y)$, whose curl is zero. Therefore

$$B_\tau(\varphi)=B_\tau(0)\cos3\varphi .$$

An armchair axis, $\varphi=30^\circ$, gives no field at this order although the strain is just as large. At $60^\circ$ the sign is reversed only because $\tau$ is attached to the crystal: a $60^\circ$ turn maps the lattice onto itself and exchanges the valley and sublattice labels, so the valley at a given laboratory wavevector feels the same field as before.

## Landau levels

Let $\boldsymbol\Pi=-i\nabla+e\mathbf A_\tau/\hbar$. Then $[\Pi_x,\Pi_y]=-ieB_\tau/\hbar$. The B-to-A operator is $\hbar v\pi$ with $\pi=\tau\Pi_x-i\Pi_y$, and

$$[\pi,\pi^\dagger]=2i\tau[\Pi_x,\Pi_y]=\frac{2e\,\tau B_\tau}{\hbar}.$$

For $c>0$ the product $\tau B_\tau$ is positive in both valleys. With $l^2=\hbar/(e|B_\tau|)=a/(4\beta c)$ we may write $\pi=\sqrt2\,b/l$, where $[b,b^\dagger]=1$. On sublattice B the squared Hamiltonian is $2(\hbar v/l)^2b^\dagger b$, so

$$E_n=\pm\frac{\hbar v}{l}\sqrt{2n},\qquad n=0,1,2,\dots\tag{7}$$

The zero modes obey $b\psi_B=0$ and $\psi_A=0$. On A the squared Hamiltonian is $2(\hbar v/l)^2bb^\dagger$, which has no zero eigenvalue. Both valleys thus put their zero modes on B; for $c<0$ both put them on A. In a real magnetic field $B$ is the same in both valleys, $\tau B$ changes sign, and the zero modes of the two valleys sit on different sublattices.

If a real perpendicular field $B_{\rm ext}$ is added, the vector potentials add. The valleys then feel $B_{\rm ext}\pm|B_\tau|$, their levels split, and at $B_{\rm ext}=|B_\tau|$ one valley feels no field.

## A lattice that can be solved exactly

The continuum steps can be checked on a finite lattice whose hopping is strictly linear in the projected elongation. Because $\mathbf u$ is quadratic, its difference across a bond equals the gradient at the bond centre $\mathbf r$ times the bond vector. With (3), $s_1=-2cy$ and $s_{2,3}=cy\mp\sqrt3cx$, so all three bonds obey

$$t_n=t(1+2\beta c\,\hat{\boldsymbol\delta}_n\cdot\mathbf r).$$

Write sites as $\mathbf r=\sum_in_i\boldsymbol\delta_i$, with $\sum n_i=N$ on B and $N-1$ on A, and take $N$ divisible by 3, which serves only to place a B site at the origin. The bond that lowers $n_i$ by one has its centre at $\hat{\boldsymbol\delta}_i\cdot\mathbf r=a(3n_i-N-1)/2$. If $\beta ca=1/(N+1)$, its hopping is $gn_i$ with $g=3\beta cat$. It vanishes at $n_i=0$, so a triangular flake decouples from the rest.

Represent site $(n_1,n_2,n_3)$ by the monomial $x_1^{n_1}x_2^{n_2}x_3^{n_3}$, taken as orthonormal. Up to a common sign, hopping from B to A is $gK_-$ and its adjoint is $gK_+$:

$$K_-=\sum_i\partial_i,\qquad K_+=\sum_i(x_i^2\partial_i+x_i),\qquad [K_-,K_+]=\sum_i(2x_i\partial_i+1).$$

On degree $d$ the commutator equals $2d+3$. Start from $\chi$ of degree $j=N-n$ with $K_-\chi=0$. Moving $K_-$ through $K_+^n$ gives

$$K_-K_+^n\chi=\sum_{s=0}^{n-1}(2j+2s+3)\,K_+^{n-1}\chi=n(2j+n+2)K_+^{n-1}\chi .$$

With $j=N-n$ the factor is $n(2N+2-n)$, and

$$E_n^2=g^2n(2N+2-n)=18t^2\beta ca\,n\left(1-\tfrac12n\beta ca\right).\tag{8}$$

The leading term is (7), since $2n(\tfrac32ta)^2(4\beta c/a)=18t^2\beta ca\,n$. As $K_-K_+$ is positive, $K_-$ maps degree $j$ onto degree $j-1$. The number of possible $\chi$ is the difference of the two dimensions, $\tfrac12(j+1)(j+2)-\tfrac12j(j+1)=j+1$. Level $n$ is therefore $(N+1-n)$-fold.

Diagonalizing a flake with $N=60$, built from (1), reproduces all values of $(E/t)^2$ to $4\times10^{-14}$. It has 1891 B sites, 1830 A sites and 61 zero modes, all on B. Its first level is $0.5410\,t$, against $0.5432\,t$ from the continuum.

The zero modes also count valleys. One flux density $1/(2\pi l^2)$ from each valley predicts a certain weight on the central B site. The computed weight divided by this prediction is 1.043, 1.018 and 1.009 for $N=60,120,240$. Linear extrapolation in $1/(N+1)$ from the last two gives 0.999. Both valleys do contribute on B.

## The 100 nm disc

Use rough graphene values $a=0.142$ nm, $t=2.70$ eV, $\beta=3.0$, and choose $c=2.0\times10^{-4}\ \mathrm{nm}^{-1}$. At the rim the displacement is $cR^2=2$ nm and the principal strain $2cR=4\%$. With $\hbar/e=658.2\ \mathrm{T\,nm^2}$,

$$|B|=\frac{4(658.2)(3.0)(2.0\times10^{-4})}{0.142}=11.1\ \mathrm T,\qquad
l=\sqrt{\frac{658.2}{11.125}}=7.69\ \mathrm{nm}.$$

As a test, the Dirac points were located numerically from the displaced bonds with exponential hopping, and the curl of their position was taken at the centre. The result is $+11.125$ T and $-11.125$ T in the two valleys, in undeformed and in laboratory coordinates.

With $\hbar v=1.5(2.70)(0.142)=0.575$ eV nm, the first level is $E_1=\sqrt2(0.575)/7.69=0.106$ eV, or 106 meV. The second is 150 meV. The radius is $13\,l$, and the disc holds $R^2/(2l^2)=84.5$ flux quanta per valley. The ordering $a\ll l\ll R$ needed for bulk Landau levels is satisfied.

## Why the levels are steadier than the field

At the rim, exponential hopping gives a field of 11.46 to 11.56 T, 3 to 4% above the centre. Yet the local $E_1$ rises by less than 1%, from 105.7 to at most 106.7 meV. These are local bulk values, as if the strained lattice continued beyond $R$; within about a magnetic length of a real edge the levels turn into dispersing edge states.

Near a Dirac point $\mathbf k_D(\mathbf r)$, $f$ is linear in $\mathbf k-\mathbf k_D$. Let $\mathbf J_j=\partial f/\partial k_j$ be treated as a plane vector (real part, imaginary part), and let $\det J=\mathbf J_x\times\mathbf J_y$. Repeating the commutator above with locally constant $J$ gives

$$E_1^2=2\,|\det J\;\operatorname{curl}\mathbf k_D| .$$

For linear hopping this product is constant. Put $z_i=e^{i\mathbf k_D\cdot\boldsymbol\delta_i}$, so $\sum_it_iz_i=0$. Dropping the common sign of $f$, differentiate this condition along $x_l$:

$$\sum_j\mathbf J_j\,\partial_lk_{D,j}+\mathbf W_l=0,\qquad \mathbf W_l=2\beta ct\sum_i\hat\delta_{il}z_i .$$

Taking the cross product of $\mathbf J_l$ with this equation for $l=x$ and $l=y$, and adding the two results, gives $\det J\operatorname{curl}\mathbf k_D=-\sum_l\mathbf J_l\times\mathbf W_l$. Since $\mathbf J_l=ia\sum_it_i\hat\delta_{il}z_i$, this equals

$$2\beta cta\sum_{i,m}t_i\,(\hat{\boldsymbol\delta}_i\cdot\hat{\boldsymbol\delta}_m)\,\mathrm{Re}(z_i^*z_m).$$

Now $\hat{\boldsymbol\delta}_i\cdot\hat{\boldsymbol\delta}_m$ is $\tfrac32$ for $i=m$, minus $\tfrac12$ for every pair. The second part vanishes because $\sum t_iz_i=0$. The first leaves $3\beta cta\sum_it_i=9\beta cat^2$, and $E_1^2=18\beta cat^2$ wherever the Dirac points exist, which includes the whole disc treated here. A larger field is compensated by a smaller velocity. The remaining drift of $E_1$ comes from departures from the linear law.

## Beside real graphene

A controlled strain of 4% is large for a device. At the same radius, a rim strain of 1% would give a quarter of the field, about 2.8 T. In terms of rim strain $\varepsilon_R=2cR$, the field is $2\hbar\beta\varepsilon_R/(eaR)$, so at fixed rim strain smaller structures have larger fields. The assumption most exposed in a real sheet is flatness. With a rough shear stiffness of 150 N/m, the rim stress is $2(150)(0.04)=12$ N/m, compressive along one axis. A ripple of wavenumber $q$ along that axis costs bending energy $\propto\kappa q^4$ and gains $\propto\sigma q^2$, so it grows when its wavelength exceeds $2\pi\sqrt{\kappa/\sigma}$. For $\kappa\approx1.5$ eV this is 0.9 nm, near the limit of plate theory but far below the disc size. A free sheet would buckle, and (2) applies only to a sheet held flat. A support with restoring stiffness $k_s$ per area adds a cost $\propto k_s$, and $\kappa q^4-\sigma q^2+k_s$ stays positive for all $q$ only if $k_s>\sigma^2/(4\kappa)\approx1.5\times10^{20}\ \mathrm{N/m^3}$. This is of the order of the stiffness between graphite layers, so ordinary adhesion may not suffice at 4% rim strain. Smaller strain eases the demand quadratically.

Other omissions change the numbers as follows.

- **Sublattice relaxation.** Under strain the two sublattices also shift relative to each other. By the threefold and mirror symmetries of the lattice, a shift linear in traceless strain is proportional to $(2\varepsilon_{xy},\varepsilon_{xx}-\varepsilon_{yy})$; its effect on the hoppings has the form of (5) and so rescales (6). An assumed factor of 0.6 lowers the field to 6.7 T and $E_1$ to 82 meV. The factor is uncertain: a model with bond-stretching and angle-bending springs gives $(1-\nu)/(1+\nu)$, which is 0.60 for a Poisson ratio $\nu=0.25$ and 0.72 (8.0 T) for $\nu=0.165$. Of the corrections to the field of a flat sheet estimated here, this is the largest.
- **Second neighbours.** Their first-order energy shift is proportional to the trace of the strain, which is zero. With a rough hopping of 0.10 eV, assumed to decay with distance at the same rate per unit length as $t$, the higher-order shift reaches 11 meV at the rim, a quarter of the 44 meV between $E_1$ and $E_2$. The shift is proportional to this poorly known hopping; a value near 0.3 eV, also quoted for graphene, gives 33 meV, three quarters of the spacing.
- **Temperature.** At 300 K, $k_BT=26$ meV. The gap from zero to $E_1$ is about $4k_BT$, but $E_2-E_1$ is $1.7k_BT$, so thermal smearing blurs the higher levels.
- **Scattering.** Resolved levels need roughly $\mu|B|>1$; at 11.1 T this means a mobility $\mu$ above about 900 cm²/Vs.
- **Misalignment.** A $10^\circ$ error leaves $11.1\cos30^\circ=9.6$ T.

The full set of values is in the numerical output below.

## Computed values

```
bond length a = 0.142 nm (rough)
hopping t = 2.70 eV (rough)
beta = 3.0 (rough)
strain parameter c = 2.0e-04 1/nm
disc radius R = 100 nm
largest displacement = 2.00 nm
largest principal strain = 4.00 %
hbar/e = 658.212 T nm^2
hbar v = 0.5751 eV nm
velocity v = 8.737e+05 m/s
B formula, valley K = 11.125 T
B numerical, valley K = 11.125 T
B numerical, valley K' = -11.125 T
B numerical, lab frame, K = 11.125 T
B numerical, lab frame, K' = -11.125 T
magnetic length = 7.692 nm
R / magnetic length = 13.00
flux quanta per valley in disc = 84.5
Landau level E1 = 105.74 meV
Landau level E2 = 149.53 meV
Landau level E3 = 183.14 meV
spacing E2 - E1 = 43.80 meV
lattice flake N = 60
flake beta*c*a = 0.016393
flake sites on B, A = 1891, 1830
flake zero modes, all on B = 61
largest error in (E/t)^2 = 4.4e-14
flake E1/t, diagonalized = 0.54098
flake E1/t, continuum = 0.54321
central zero-mode density / two-valley flux density:
  flake N = 60: 1.0429
  flake N = 120: 1.0184
  flake N = 240: 1.0087
  extrapolated to infinite N: 0.9989
Neglected effects in the example:
lattice shift of E1^2, relative = 4.26e-05
rim field, exponential hopping, min = 11.456 T
rim field, exponential hopping, max = 11.559 T
rim E1, exponential hopping, min = 106.54 meV
rim E1, exponential hopping, max = 106.67 meV
second-neighbour hopping = 0.10 eV (rough)
largest rim scalar shift = 10.91 meV
sublattice relaxation factor = 0.6 (rough)
B with relaxation = 6.67 T
E1 with relaxation = 81.90 meV
temperature = 300 K
thermal energy kT = 25.85 meV
mobility where mu*B = 1: 899 cm2/Vs
B at 10 degree misorientation = 9.63 T
shear stiffness = 150 N/m (rough)
bending stiffness = 1.5 eV (rough)
largest rim principal stress = 12.00 N/m
free-sheet buckling wavelength at rim = 0.89 nm
```
